# Evanescent wavevector in the gap of a symmetric two-band k.p model

## The physical situation

A thin insulating layer separates two conductors. An electron arrives with an energy inside the layer's band gap, where no propagating Bloch state exists, yet some current leaks through. Once the layer is several decay lengths thick, this current depends exponentially on the product of its thickness and the rate at which the wave decays inside it.

A single parabolic conduction band gives a simple estimate: the farther the energy lies below the conduction edge, the faster the decay. Followed down to the valence edge, this estimate predicts its fastest decay just where propagating valence states begin. A description containing both bands must therefore replace it. The simplest one follows, with the conditions under which its answer holds.

## Model and conventions

Rydberg atomic units are used: $\hbar=1$, $2m_e=1$, energies in Ry and lengths in the Bohr radius $a_0$. A free electron has $E=k^2$, and a band of mass $m^*=\mu m_e$ has kinetic energy $k^2/\mu$.

Let the crystal have inversion symmetry, and let its two band edges lie at $k=0$, with cell-periodic functions $u_c$ and $u_v$ of opposite parity. Put the zero of energy at midgap, so that
$$E_c=D,\qquad E_v=-D,\qquad E_g=2D>0 .$$
Acting on $e^{ikx}u$, the kinetic operator $p^2$ becomes $(p+k)^2=p^2+2kp+k^2$. The term $2kp$ couples the two edge states; its diagonal elements vanish by parity. The coupling constant $P=2\langle u_c|p|u_v\rangle$ is assumed not to vanish, and the phase of $u_v$ can be chosen to make it real and positive. If the bare term $k^2$ and all other bands are dropped, the Hamiltonian is
$$H(k)=D\sigma_z+Pk\,\sigma_x=\begin{pmatrix}D&Pk\\Pk&-D\end{pmatrix}. \tag{1}$$

The assumptions are thus two bands without spin splitting, zero wavevector parallel to the layer, and no bare $k^2$ term. The last one is lifted near the end. In real space $k$ becomes $-i\,d/dx$, acting on a two-component envelope $\psi=(a,b)^T$, whose components are the conduction and valence amplitudes.

## Theorem

**Theorem.** For the model (1) and real $E$ with $|E|<D$, every solution of the wave equation is a combination of $e^{\kappa x}$ and $e^{-\kappa x}$, with
$$\kappa(E)=\frac{\sqrt{D^2-E^2}}{P}=\sqrt{\frac{\mu\,(E_c-E)(E-E_v)}{E_g}},\qquad \mu=\frac{E_g}{P^2}, \tag{2}$$
where $\mu$ is the mass ratio at both band edges. The function $\kappa$ tends to zero at both edges and has a single maximum, at midgap:
$$\kappa_{\max}=\frac DP=\frac{\sqrt{\mu E_g}}2 . \tag{3}$$

### Lemma 1: real bands and edge mass

The bands are $E=\pm\sqrt{D^2+P^2k^2}$, and both edges have mass ratio $\mu=E_g/P^2$.

*Proof.* Since $\sigma_x^2=\sigma_z^2=1$ and $\sigma_x\sigma_z+\sigma_z\sigma_x=0$, the cross terms in the square of $H$ cancel:
$$H^2=D^2+P^2k^2+DPk(\sigma_z\sigma_x+\sigma_x\sigma_z)=D^2+P^2k^2 .$$
The trace of $H$ is zero, so its two eigenvalues are the two opposite square roots. For $P|k|\ll D$,
$$E=\pm D\sqrt{1+\frac{P^2k^2}{D^2}}\simeq\pm\left(D+\frac{P^2k^2}{2D}\right).$$
Comparing the second term with $k^2/\mu$ gives $\mu=2D/P^2=E_g/P^2$. The lower band curves downwards by the same amount, so its holes have the same mass. $\square$

### Lemma 2: the wave equation in the gap

At fixed $E$ the envelope obeys $\psi'=A\psi$, with $A^2=(D^2-E^2)/P^2$.

*Proof.* The equation $H(-i\,d/dx)\psi=E\psi$ reads
$$-iP\sigma_x\psi'=(E-D\sigma_z)\psi .$$
Multiply from the left by $i\sigma_x/P$. On the left-hand side $(i)(-i)\sigma_x^2=1$, so
$$\psi'=A\psi,\qquad A=\frac iP\,\sigma_x(E-D\sigma_z)=\frac iP\begin{pmatrix}0&E+D\\E-D&0\end{pmatrix}. \tag{4}$$
The square of the last matrix is $(E+D)(E-D)$ times the unit matrix, and $(i/P)^2=-1/P^2$. Therefore $A^2=-(E^2-D^2)/P^2=(D^2-E^2)/P^2$. $\square$

### Proof of the theorem

For $|E|<D$ the number $A^2=\kappa^2$ is positive. In the exponential series for $e^{xA}$, even powers of $A$ are powers of $\kappa^2$ and odd powers contain one further factor $A$. Summing them separately gives
$$\psi(x)=e^{xA}\psi(0)=\left[\cosh\kappa x+\frac A\kappa\sinh\kappa x\right]\psi(0), \tag{5}$$
which is a combination of $e^{\pm\kappa x}$. The same result follows from putting $k=\pm i\kappa$ into $E^2=D^2+P^2k^2$; the choice $k=+i\kappa$ turns $e^{ikx}$ into $e^{-\kappa x}$. The continuation of the dispersion is therefore a solution of the wave equation, not just a formal substitution.

For the second form in (2), write $D^2-E^2=(D-E)(D+E)=(E_c-E)(E-E_v)$ and use $1/P^2=\mu/E_g$. Both edges are zeros of this product. Furthermore,
$$\frac{d(\kappa^2)}{dE}=-\frac{2E}{P^2},$$
which is positive below midgap and negative above it. Because $\kappa\ge0$, $\kappa$ rises and falls with $\kappa^2$, and its single maximum is at $E=0$. There $\kappa^2=D^2/P^2=(E_g^2/4)(\mu/E_g)=\mu E_g/4$, which is (3). $\square$

**Remark: shape of the curve.** Rearranging (2) gives $(E/D)^2+(P\kappa/D)^2=1$, a half-ellipse for $\kappa\ge0$. At a small depth $\delta=E_c-E$ below the conduction edge, $D^2-E^2=\delta(2D-\delta)$, so
$$\kappa^2=\mu\delta\left(1-\frac{\delta}{E_g}\right)\simeq\mu\delta .$$
The decay constant starts as a square root, with a vertical tangent. By the symmetry $E\to-E$ the same holds at the valence edge.

**Remark: growing solutions.** In an infinite crystal both exponentials are excluded, because each grows without bound in one direction. In a layer of finite thickness both exponentials are allowed; in a half-space, the one that decays away from the interface is allowed.

## How the two bands are joined

Now fix $\kappa$ and ask for the energy. From $H(i\kappa)^2=D^2-P^2\kappa^2$,
$$E=\pm\sqrt{D^2-P^2\kappa^2}. \tag{6}$$
At $\kappa=0$ these are the two band edges. As $\kappa$ grows they approach each other, and at $\kappa_{\max}=D/P$ they meet at midgap. Beyond that value both are imaginary, so no stationary state with real energy has such a decay constant.

At the meeting point $H^2=0$ although $H\neq0$. Such a matrix has zero as a double eigenvalue but only one eigenvector, since two independent ones would make it the zero matrix. The value $\kappa_{\max}$ is thus a branch point of the function $E(\kappa)$ in (6), although $\kappa(E)$ itself is smooth at midgap. Going from the conduction edge to the valence edge along the real energy axis, one follows the upper sign in (6) out to $\kappa_{\max}$ and the lower sign back. The maximum of $\kappa$ is the place where the state passes from one band's continuation to the other's.

## Band character and the one-band estimate

**Proposition 1.** The decaying solution has conduction weight
$$w=\frac{|a|^2}{|a|^2+|b|^2}=\frac{E-E_v}{E_g}, \tag{7}$$
and $\kappa=\kappa_{\rm par}\sqrt w$, where $\kappa_{\rm par}=\sqrt{\mu(E_c-E)}$ belongs to a single parabolic conduction band.

*Proof.* For $e^{-\kappa x}$ we have $A\psi=-\kappa\psi$. The first row of (4) gives $(i/P)(E+D)\,b=-\kappa a$. Using $-1/i=i$ and $P\kappa=\sqrt{(D-E)(D+E)}$,
$$\frac ba=\frac{iP\kappa}{D+E}=i\sqrt{\frac{D-E}{D+E}} . \tag{8}$$
Hence
$$w=\frac1{1+|b/a|^2}=\frac{D+E}{(D+E)+(D-E)}=\frac{D+E}{2D},$$
which is (7). The parabolic band $E=E_c+k^2/\mu$ with $k=i\kappa_{\rm par}$ gives $\kappa_{\rm par}^2=\mu(E_c-E)$. Dividing (2) by this expression leaves $\kappa^2/\kappa_{\rm par}^2=(E-E_v)/E_g=w$. $\square$

Near the conduction edge $w$ is close to one and the parabola gives $\kappa$ well, 5% too large at a tenth of the gap below the edge. The error in $e^{-2\kappa d}$ grows with thickness: at that energy it is a factor 1.2 for the slab of the worked example below, and 1.9 for a slab of $200\,a_0$. At midgap $w=1/2$, and the parabola gives a decay constant too large by a factor $\sqrt2$. At the valence edge it gives $\sqrt{\mu E_g}=2\kappa_{\max}$ where the two-band value is zero.

**Remark: current.** The time-dependent equation $i\,\partial_t\psi=D\sigma_z\psi-iP\sigma_x\partial_x\psi$ gives $\partial_t(\psi^\dagger\psi)=-\partial_x(P\psi^\dagger\sigma_x\psi)$. The particle current is therefore
$$J=P\psi^\dagger\sigma_x\psi=2P\,{\rm Re}(a^*b).$$
By (8), $b/a$ is imaginary, so a decaying wave alone carries no current. For the growing wave the sign of $b/a$ is reversed. With $\rho=|b/a|$, take the sum
$$a=\alpha e^{-\kappa x}+\beta e^{\kappa x},\qquad b=i\rho(\alpha e^{-\kappa x}-\beta e^{\kappa x}).$$
In $a^*b$ the squared terms are imaginary and drop out of the real part. The cross terms give $J=4P\rho\,{\rm Im}(\alpha^*\beta)$, independent of $x$. At energies inside the gap, leakage through a layer thus needs both exponentials.

## Leakage through a slab

**Proposition 2.** Let a slab $0<x<d$ described by (1) lie between leads with the same $P$ and zero gap, all with the same midgap energy. With $s=\kappa d$, the transmission probability is
$$T(E)=\frac{1}{1+\left(\dfrac{Dd}{P}\right)^2\left(\dfrac{\sinh s}{s}\right)^2}. \tag{9}$$

*Proof.* In the leads $H=Pk\sigma_x$. The vectors $u_\pm=(1,\pm1)^T/\sqrt2$ satisfy $\sigma_xu_\pm=\pm u_\pm$ and carry currents $\pm P$: they are the right and left movers. The wave equation is of first order with finite coefficients, so $\psi$ is continuous at the interfaces:
$$\psi(0)=u_++r\,u_-,\qquad \psi(d)=t\,u_+ .$$
Here $r$ and $t$ are the reflection and transmission amplitudes, with the propagation phase in the right lead absorbed in $t$. By (5), $\psi(0)=e^{-dA}\psi(d)$. Projecting on $u_+$, which is orthogonal to $u_-$,
$$1=t\left[\cosh s-\frac{\sinh s}{\kappa}\,u_+^\dagger Au_+\right].$$
The matrix element is $i/P$ times half the sum of the entries of the matrix in (4):
$$u_+^\dagger Au_+=\frac{i}{2P}\,[(E+D)+(E-D)]=\frac{iE}P .$$
Taking the squared modulus of $1/t$ and using $P^2\kappa^2=D^2-E^2$,
$$\frac1{|t|^2}=\cosh^2s+\frac{E^2}{D^2-E^2}\sinh^2s
=1+\frac{D^2}{D^2-E^2}\sinh^2s .$$
The last step uses $\cosh^2s=1+\sinh^2s$. Finally $D^2-E^2=P^2s^2/d^2$ gives (9). Incident and transmitted waves have the same velocity, so $T=|t|^2$. $\square$

The series $\sinh s/s=1+s^2/6+\dots$ has positive coefficients, so this ratio grows with $s$. For these leads and at given thickness the transmission is therefore smallest where $\kappa$ is largest, at midgap, where $s=Dd/P$ and $T=1/\cosh^2s$. This rests on the gapless leads, whose vectors $u_\pm$ do not depend on energy. Other leads change the prefactor. Take the slab of the worked example below between leads with the same $P$, half gap 0.1 Ry and midgap 0.2 Ry under that of the slab: the minimum moves to $E=-0.28D$, and the edge values are 0.025 at the valence edge and 0.21 at the conduction edge instead of 0.1 at both.

**Thick slab.** At fixed energy inside the gap, $\sinh^2s\to e^{2s}/4$ for large $d$, and
$$T\simeq4\left(1-\frac{E^2}{D^2}\right)e^{-2\kappa d}. \tag{10}$$
The factor 2 in the exponent appears because probability is the square of amplitude.

**Band edge.** As $E\to\pm D$, $s\to0$ and $\sinh s/s\to1$, so
$$T=\frac1{1+(Dd/P)^2}. \tag{11}$$
A vanishing $\kappa$ does not make the slab transparent. At an edge $A^2=0$, and the solution is $\psi(x)=(1+xA)\psi(0)$, linear in $x$. The transmission then falls as $1/d^2$ for a thick slab instead of exponentially. Formula (10) cannot be used there, because it assumes $s\gg1$.

## When the peak leaves midgap

**Proposition 3.** Restore the bare term $k^2$ on both diagonal elements of (1), and let $\mu=E_g/P^2<1$. The evanescent wavevector still vanishes at both edges and its maximum is still $D/P$, but the maximum lies at
$$E_{\rm peak}=-\left(\frac DP\right)^2 . \tag{12}$$

*Proof.* The dispersion is now $(E-k^2)^2=D^2+P^2k^2$. With $k^2=-q$ it becomes
$$(E+q)^2=D^2-P^2q, \tag{13}$$
or, collecting powers of $q$,
$$q^2+(2E+P^2)q+E^2-D^2=0 .$$
Inside the gap the product of the two roots, $E^2-D^2$, is negative. One root is thus positive, and it defines $\kappa^2=q$. At the edges the roots are $0$ and $-(P^2\pm2D)$. The condition $\mu<1$ means $P^2>2D$, so the second root is negative at both edges and the positive root tends to zero there.

The left side of (13) cannot be negative, hence $q\le D^2/P^2$. Equality requires $E+q=0$, which is (12). This energy lies in the gap because $D^2/P^2=\mu D/2<D$. Differentiating (13) with respect to $E$ and setting $dq/dE=0$ also gives $E+q=0$, so there is no other stationary point. $\square$

The bare term adds $k^2$ to both bands, so the edge masses become unequal:
$$\frac1{\mu_c}=\frac1\mu+1,\qquad \frac1{\mu_v}=\frac1\mu-1 . \tag{14}$$
The peak moves towards the valence edge, which has the heavier mass here. The shift relative to the half gap is $\mu/2$. A midgap maximum is thus a property of the symmetric model, and a good approximation to this extended one when $\mu\ll1$. The other bands, still dropped here, also enter at order $k^2$, so (12) is not a quantitative prediction for a crystal. For the one-dimensional potential $2V_1\cos(2\pi x/a)$ with $a=10\,a_0$ and $V_1=0.2$ Ry, the gap between the second and third bands has $\mu=0.117$; its exact peak lies $0.080D$ below midgap where (12) gives $0.058D$, and it is 2% higher than $D/P$. With $V_1=0.5$ Ry and $\mu=0.395$ the shift is $0.32D$ instead of $0.20D$, and the peak is 16% higher. Wide-gap insulators with heavy edge masses lie outside the regime $\mu\ll1$: by (14), $\mu_c=0.3$ to $0.5$ means $\mu=0.43$ to $1$.

The negative root $q$ is a real wavevector at a gap energy. It arises because the term $k^2$ eventually bends the lower band upwards through the gap. At the peak energy the sum of the roots gives $k^2=P^2-D^2/P^2=P^2(1-\mu^2/4)$, so for $\mu<1$ this $k$ lies between $0.86P$ and $P$. For $\mu\ll1$ this is far from the small $k$ for which two bands suffice, since $k/\kappa_{\max}\simeq2/\mu$, and the root is discarded as an artefact. As $\mu$ approaches one the separation is lost: the ratio is only about 2 at $\mu=0.9$, and at the valence edge the root is $k=P\sqrt{1-\mu}$, which tends to zero. The word "gap" here refers to the neighbourhood of $k=0$.

## A worked example

Take the round model parameters $E_g=0.08$ Ry (1.09 eV), $P=0.8$ Ry $a_0$ and $d=60\,a_0$ (3.18 nm). Then $D=0.04$ Ry and
$$\mu=\frac{0.08}{0.8^2}=0.125,\qquad \kappa_{\max}=\frac{0.04}{0.8}=0.05\,a_0^{-1},$$
or 0.945 nm$^{-1}$. The midgap amplitude falls by a factor $e$ over $20\,a_0$, which is 1.06 nm. Across the gap:

| $E$ (Ry) | $\kappa$ ($a_0^{-1}$) | $\kappa_{\rm par}$ ($a_0^{-1}$) | $w$ | $T$ |
|---|---|---|---|---|
| −0.04 | 0 | 0.1000 | 0 | 0.1000 |
| −0.02 | 0.0433 | 0.0866 | 0.25 | 0.0165 |
| 0 | 0.0500 | 0.0707 | 0.50 | 0.0099 |
| 0.02 | 0.0433 | 0.0500 | 0.75 | 0.0165 |
| 0.04 | 0 | 0 | 1 | 0.1000 |

The second column is symmetric about midgap; the parabolic column keeps growing towards the valence edge. Halfway between midgap and either edge, $\kappa$ is still 87% of its maximum, as expected from the flat top of an ellipse.

At midgap $\kappa d=0.05\times60=3$, and $T=1/\cosh^2 3=0.0099$. The thick-slab formula gives $4\times2.479\times10^{-3}=0.0099$ as well, about 0.5% above the full result. At the edges $Dd/P=0.04\times60/0.8=3$, so (11) gives $T=1/(1+9)=0.1$. Between these gapless leads the slab leaks about ten times more at an edge than at midgap, but still reflects 90% of the incident current. Direct numerical integration of the wave equation through this slab agrees with (9) at nine energies, edges included, within a relative tolerance of $10^{-6}$.

The parabola gives $\kappa_{\rm par}d=4.243$ at midgap. Its factor $e^{-2\kappa d}$ is $2.06\times10^{-4}$ instead of $2.48\times10^{-3}$, too small by a factor of 12. This compares the exponential factors alone; a one-band transmission would also have its own prefactor.

With the bare term restored, the peak height remains $0.05\,a_0^{-1}$ and the peak moves to $-(0.05)^2=-0.0025$ Ry, or $-0.034$ eV. That is 6% of the half gap, equal to $\mu/2$. The edge masses become $\mu_c=1/(8+1)=0.111$ and $\mu_v=1/(8-1)=0.143$. The discarded real root at the peak energy is $k=0.798\,a_0^{-1}$, sixteen times $\kappa_{\max}$. The numerical output below lists these values with more digits; the minus sign it attaches to $\kappa$ at the valence edge is that of a numerical zero.

## Calculated quantities

```
gap Eg                         0.0800 Ry
gap Eg, converted              1.0885 eV
half gap D                     0.0400 Ry
coupling P                     0.8000 Ry a0
mass ratio mu                  0.1250 (no unit)
slab width d                   60.0 a0
slab width d, converted        3.1751 nm
maximum kappa                  0.05000 1/a0
maximum kappa, converted       0.9449 1/nm
amplitude decay length there   20.000 a0
that length, converted         1.0584 nm
numerical peak height          0.05000 1/a0
Table: E (Ry), kappa (1/a0), one-band kappa (1/a0),
       conduction weight (no unit), slab T (no unit)
 -0.0400  -0.00000   0.10000   0.000    0.100000
 -0.0200   0.04330   0.08660   0.250    0.016521
  0.0000   0.05000   0.07071   0.500    0.009866
  0.0200   0.04330   0.05000   0.750    0.016521
  0.0400   0.00000   0.00000   1.000    0.100000
midgap kappa*d, two-band       3.0000 (no unit)
midgap kappa*d, one-band       4.2426 (no unit)
midgap exp(-2 kappa d), two    2.4788e-03 (no unit)
midgap exp(-2 kappa d), one    2.0649e-04 (no unit)
ratio two-band / one-band      12.004 (no unit)
With the bare k^2 term:
peak energy                    -0.00250 Ry
peak energy, converted         -0.0340 eV
peak kappa                     0.05000 1/a0
conduction mass ratio          0.1111 (no unit)
valence hole mass ratio        0.1429 (no unit)
spurious real k at peak energy 0.7984 1/a0
```
